\section*{Coupled cluster with London orbitals in a finite magnetic field}

Electrons move in a uniform magnetic field $\mathbf B$ and in the field of fixed nuclei. Atomic units are used in the algebra, and the electron has charge $-1$. With gauge origin $\mathbf O$ the Hamiltonian is
\begin{equation}
H=\sum_n\left[\tfrac12\boldsymbol\pi_n^2+V(\mathbf r_n)\right]+\sum_{n<m}\frac1{r_{nm}},\qquad
\boldsymbol\pi=\mathbf p+\mathbf A_O,\quad \mathbf A_O(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O).
\end{equation}
The state treated has $M_S=0$, so the spin Zeeman energy, which is proportional to $M_S$, is zero and is left out. A London orbital is a real function $\chi_a$ centred at $\mathbf R_a$ times a plane wave:
\begin{equation}
\omega_a(\mathbf r)=e^{-i\mathbf k_a\cdot\mathbf r}\chi_a(\mathbf r),\qquad \mathbf k_a=\tfrac12\mathbf B\times(\mathbf R_a-\mathbf O).
\end{equation}
Repulsion integrals are written with electron 1 on the left:
\begin{equation}
(ab|cd)=\iint \frac{\omega_a^*(1)\,\omega_b(1)\,\omega_c^*(2)\,\omega_d(2)}{r_{12}}\,d^3r_1\,d^3r_2 .
\end{equation}

\section*{(a) What the plane wave is for}
\emph{How does $\boldsymbol\pi$ act on $\omega_a$, and what goes wrong with a plain $s$ function $\chi_a$?}

Split the vector potential at the centre of the orbital: $\mathbf A_O(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf R_a)+\mathbf k_a$. Since $\mathbf p=-i\nabla$, moving $\mathbf p$ through the plane wave produces $-\mathbf k_a$, which cancels the constant:
\begin{equation}
\boldsymbol\pi\,\omega_a=e^{-i\mathbf k_a\cdot\mathbf r}\left[\mathbf p+\tfrac12\mathbf B\times(\mathbf r-\mathbf R_a)\right]\chi_a .
\label{shift}
\end{equation}
Each London orbital thus behaves as if the gauge origin were at its own centre.

For the plain function the constant stays. The cross term in $\tfrac12\langle\boldsymbol\pi^2\rangle$ is $\mathbf k_a\cdot\langle\mathbf p+\tfrac12\mathbf B\times(\mathbf r-\mathbf R_a)\rangle$. It vanishes because $\chi_a$ is real and symmetric about $\mathbf R_a$. What remains is a spurious energy $\tfrac12|\mathbf k_a|^2$, which depends on the arbitrary choice of $\mathbf O$.

\section*{(b) The integrals for $s$ Gaussians}
\emph{Take normalized $\chi_a\propto e^{-\alpha_a|\mathbf r-\mathbf R_a|^2}$ and find the integrals.}

The product that enters every integral is
\begin{equation}
\omega_a^*\omega_b=e^{i\mathbf k_{ab}\cdot\mathbf r}\chi_a\chi_b,\qquad
\mathbf k_{ab}=\mathbf k_a-\mathbf k_b=\tfrac12\mathbf B\times(\mathbf R_a-\mathbf R_b).
\end{equation}
The gauge origin has dropped out. Let $p=\alpha_a+\alpha_b$ and $\mathbf P=(\alpha_a\mathbf R_a+\alpha_b\mathbf R_b)/p$, so that $\chi_a\chi_b\propto e^{-p|\mathbf r-\mathbf P|^2}$. Completing the square gives
\begin{equation}
e^{i\mathbf k_{ab}\cdot\mathbf r-p(\mathbf r-\mathbf P)^2}
=e^{i\mathbf k_{ab}\cdot\mathbf P-k_{ab}^2/4p}\,e^{-p(\mathbf r-\tilde{\mathbf P})^2},\qquad
\tilde{\mathbf P}=\mathbf P+\frac{i\mathbf k_{ab}}{2p}.
\end{equation}
Squares of complex vectors are taken without conjugation. If $S^0_{ab}$ is the field-free overlap, then
\begin{equation}
S_{ab}=S^0_{ab}\,e^{i\mathbf k_{ab}\cdot\mathbf P-k_{ab}^2/4p}.
\end{equation}

For the kinetic integral, $\mathbf p\chi_b=2i\alpha_b(\mathbf r-\mathbf R_b)\chi_b$. By Eq.~\eqref{shift}, $\tfrac12\langle\boldsymbol\pi\omega_a|\boldsymbol\pi\omega_b\rangle$ is the mean of a quadratic polynomial over the shifted Gaussian, where each Cartesian component has variance $1/(2p)$:
\begin{equation}
T_{ab}=\tfrac12S_{ab}\left[\mathbf w_a\cdot\mathbf w_b+\frac{12\alpha_a\alpha_b+B^2/2}{2p}\right],\quad
\begin{aligned}
\mathbf w_a&=(-2i\alpha_a+\tfrac12\mathbf B\times)(\tilde{\mathbf P}-\mathbf R_a),\\
\mathbf w_b&=(2i\alpha_b+\tfrac12\mathbf B\times)(\tilde{\mathbf P}-\mathbf R_b).
\end{aligned}
\end{equation}

For the repulsion, let $q$ and $\tilde{\mathbf Q}$ belong to the pair $cd$, and let $\rho=pq/(p+q)$. First take real centres a distance $R$ apart. The relative coordinate of two normalized Gaussian charges is Gaussian with exponent $\rho$. With $1/r=(2/\sqrt\pi)\int_0^\infty e^{-u^2r^2}du$ their interaction is
\begin{equation}
\frac2{\sqrt\pi}\int_0^\infty\!\left(\frac{\rho}{\rho+u^2}\right)^{3/2}e^{-\rho u^2R^2/(\rho+u^2)}du
=2\sqrt{\frac\rho\pi}\,F_0(\rho R^2),\quad F_0(z)=\int_0^1e^{-zt^2}dt,
\end{equation}
where $t^2=u^2/(\rho+u^2)$, hence $dt=\rho(\rho+u^2)^{-3/2}du$. Both sides are analytic in the centres, so the result continues to complex ones:
\begin{equation}
(ab|cd)=2\sqrt{\frac\rho\pi}\,S_{ab}S_{cd}\,F_0\!\left(\rho(\tilde{\mathbf P}-\tilde{\mathbf Q})^2\right).
\label{eri}
\end{equation}
The attraction to a unit charge at $\mathbf R_C$ is $-2\sqrt{p/\pi}\,S_{ab}F_0(p(\tilde{\mathbf P}-\mathbf R_C)^2)$, because a point charge has $q\to\infty$ and $\rho\to p$.

These integrals are complex in general. If all centres coincide, or lie on a line parallel to $\mathbf B$, every $\mathbf k_{ab}$ vanishes and the repulsion integrals are real.

\section*{(c) Can the complex phases be removed?}
\emph{Examine the product $S_{ab}S_{bc}S_{ca}$, and then a molecule with a mirror plane that contains $\mathbf B$.}

A change of phase $\omega_a\to e^{i\theta_a}\omega_a$ multiplies $S_{ab}$ by $e^{i(\theta_b-\theta_a)}$. These factors cancel in the closed product. Because $\mathbf P$ lies on the line through $\mathbf R_a$ and $\mathbf R_b$, and $\mathbf k_{ab}$ is perpendicular to that line,
\begin{equation}
\mathbf k_{ab}\cdot\mathbf P=\mathbf k_{ab}\cdot\mathbf R_b=\tfrac12\mathbf B\cdot(\mathbf R_a\times\mathbf R_b).
\end{equation}
The sum over the three sides is
\begin{equation}
\arg(S_{ab}S_{bc}S_{ca})=\mathbf B\cdot\tfrac12(\mathbf R_a\times\mathbf R_b+\mathbf R_b\times\mathbf R_c+\mathbf R_c\times\mathbf R_a),
\end{equation}
which is the magnetic flux through the triangle. Unless it is a multiple of $\pi$, no choice of orbital phases makes all three overlaps real.

Mixing the orbitals can do more. Let $\mathbf B$ lie along $z$, let $x=0$ be a mirror plane of the nuclei and the basis, and put $\mathbf O$ at the coordinate origin on that plane. Define $K$ as complex conjugation combined with $x\to-x$. It turns $(\pi_x,\pi_y,\pi_z)$ into $(\pi_x,-\pi_y,-\pi_z)$, so it commutes with $H$. It also turns $\omega_a$ into its mirror partner $\omega_{\bar a}$. The combinations $(\omega_a+\omega_{\bar a})/\sqrt2$ and $i(\omega_a-\omega_{\bar a})/\sqrt2$ are unchanged by $K$; an $s$ orbital centred on the plane is its own partner, is already unchanged by $K$, and is kept as it is. Matrix elements between such functions equal their own conjugates, so all integrals are real in this basis. A twofold axis perpendicular to $\mathbf B$ serves equally well. With the axis along $x$ and $\mathbf O$ on it, conjugation combined with $(y,z)\to(-y,-z)$ turns $(\pi_x,\pi_y,\pi_z)$ into $(-\pi_x,\pi_y,\pi_z)$ and again maps $\omega_a$ onto its partner. Inversion, or a mirror plane perpendicular to $\mathbf B$, does not help, because it leaves $\mathbf B$ unchanged and so cannot undo the reversal of $\mathbf B$ by conjugation. Complex integrals are therefore unavoidable only if the molecule has neither a mirror plane containing $\mathbf B$ nor a twofold axis perpendicular to it.

\section*{(d) Which permutations survive?}
\emph{Find the relations among the $(ab|cd)$ and count the independent integrals for $N$ orbitals.}

Renaming the electrons exchanges the two pairs. Conjugating the integrand exchanges the members of both pairs at once. Together,
\begin{equation}
(ab|cd)=(cd|ab)=(ba|dc)^*=(dc|ba)^* .
\end{equation}
For real orbitals $\omega_a^*\omega_b=\omega_b^*\omega_a$, which also allows $a\leftrightarrow b$ alone and gives eight equal integrals. With London orbitals this swap reverses $\mathbf k_{ab}$ but not $\mathbf k_{cd}$. In Eq.~\eqref{eri}
\begin{equation}
(\tilde{\mathbf P}-\tilde{\mathbf Q})^2=|\mathbf P-\mathbf Q|^2-\kappa^2+2i\boldsymbol\kappa\cdot(\mathbf P-\mathbf Q),\qquad
\boldsymbol\kappa=\frac{\mathbf k_{ab}}{2p}-\frac{\mathbf k_{cd}}{2q},
\end{equation}
so $\boldsymbol\kappa$ changes, and in general so does the modulus of the integral.

The loss of symmetry is not the same thing as complex values. Take two centres on a line perpendicular to $\mathbf B$, with the coordinate origin on the line. Then $S_{ab}$ is real. For $(ab|ab)$ one has $\boldsymbol\kappa=0$. For $(ab|ba)$ one has $\boldsymbol\kappa=\mathbf k_{ab}/p$ and $\rho=p/2$, so
\begin{equation}
\frac{(ab|ba)}{(ab|ab)}=F_0\!\left(-\frac{k_{ab}^2}{2p}\right)=\int_0^1e^{k_{ab}^2t^2/2p}\,dt>1 .
\end{equation}
Both integrals are real, yet they differ. A code that finds real integrals in a field must still not assume eightfold symmetry.

For the count, note that the four relations form a group, which sorts the index sets $(a,b,c,d)$ into classes of related integrals. In a class of $s$ members, each member is left fixed by $4/s$ of the relations, so every class contributes 4 to the total number of fixed sets. The number of classes is therefore the average over the four relations of the number of index sets each leaves fixed. The identity fixes $N^4$. The other three each impose two equalities and fix $N^2$. Hence
\begin{equation}
n_B=\frac{N^4+3N^2}{4},\qquad n_0=\frac{M(M+1)}2,\quad M=\frac{N(N+1)}2,
\end{equation}
where $n_0$ is the field-free count. For large $N$, $n_B/n_0\to2$. A complex number takes twice the space of a real one, so storage grows fourfold.

\section*{(e) Where the indices go in CCSD}
\emph{Derive a rule that says which integral, and not its conjugate, appears in each CCSD term.}

Let $\phi_p=\sum_aC_{ap}\omega_a$ be the molecular orbitals. Bra indices carry $C^*$:
\begin{equation}
(pr|qs)=\sum_{abcd}C_{ap}^*C_{br}C_{cq}^*C_{ds}\,(ab|cd).
\end{equation}
In spin orbitals $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, where $\langle pq|rs\rangle$ is $(pr|qs)$ if the spins of $p,r$ and of $q,s$ agree, and zero otherwise. Then
\begin{equation}
\langle pq||rs\rangle=-\langle qp||rs\rangle=-\langle pq||sr\rangle=\langle rs||pq\rangle^* .
\end{equation}

Let $i,j,m,n$ be occupied and $a,b,e,f$ virtual. The operators are
\begin{equation}
W=\tfrac14\sum\langle pq||rs\rangle\,p^\dagger q^\dagger s\,r,\qquad
T=\sum t_i^a\,a^\dagger i+\tfrac14\sum t_{ij}^{ab}\,a^\dagger b^\dagger j\,i .
\end{equation}
Bra indices of an integral belong to creators, ket indices to annihilators. A virtual index summed with an amplitude is created by $T$, so $W$ must annihilate it: it stands in the ket. A summed occupied index is emptied by $T$, so $W$ must refill it: it stands in the bra. External indices describe the excitation that is left over. If $W$ carries them, it creates the virtual one (bra) and annihilates the occupied one (ket). The rule is therefore:
\begin{center}
bra: external virtual, summed occupied;\quad ket: external occupied, summed virtual.
\end{center}
The same holds for the Fock matrix $f_{pq}$. For canonical Hartree--Fock orbitals with energies $\varepsilon_p$ and $D_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$, the doubles equation begins
\begin{multline}
D_{ij}^{ab}t_{ij}^{ab}=\langle ab||ij\rangle+\tfrac12\sum_{ef}\langle ab||ef\rangle t_{ij}^{ef}+\tfrac12\sum_{mn}\langle mn||ij\rangle t_{mn}^{ab}\\
+P(ij)P(ab)\sum_{me}\langle mb||ej\rangle t_{im}^{ae}+\cdots,
\end{multline}
where $P(ij)$ subtracts the same term with $i$ and $j$ exchanged. The energy has all indices summed:
\begin{equation}
E_{\rm c}=\sum_{ia}f_{ia}t_i^a+\sum_{ijab}\langle ij||ab\rangle\left(\tfrac14t_{ij}^{ab}+\tfrac12t_i^at_j^b\right).
\end{equation}

At lowest order $E_{\rm c}=\tfrac14\sum|\langle ab||ij\rangle|^2/D_{ij}^{ab}$, which is real. If the source is wrongly taken as $\langle ij||ab\rangle$, the modulus squared becomes a plain square. Under $\phi_p\to e^{i\theta_p}\phi_p$ that square gains the factor $e^{2i(\theta_a+\theta_b-\theta_i-\theta_j)}$, and the energy depends on meaningless phases.

\section*{(f) The changes in the code}
\emph{List what must change in a CCSD program written for real orbitals.}

\begin{enumerate}
\item Integrals, orbital coefficients, Fock matrix and amplitudes become complex. A complex product costs four real multiplications if done directly.
\item Integral storage and loops use the four relations of part (d).
\item The density is $P_{dc}=2\sum_iC_{di}C_{ci}^*$, summed over occupied spatial orbitals. The Fock matrix is $F_{ab}=h_{ab}+\sum_{cd}P_{dc}[(ab|cd)-\tfrac12(ad|cb)]$, with $h$ the one-electron matrix, and is diagonalized as a Hermitian matrix.
\item The integral transformation conjugates the bra coefficients.
\item A block obtained by exchanging bra and ket is conjugated, for example $\langle ab||ej\rangle=\langle ej||ab\rangle^*$. In particular $\langle ab||ij\rangle$ and $\langle ij||ab\rangle$, and $f_{ai}$ and $f_{ia}$, are kept apart.
\item The antisymmetry $t_{ij}^{ab}=-t_{ji}^{ab}=-t_{ij}^{ba}$ is kept without conjugation, since it comes from the operators.
\item Norms and the scalar products of error vectors in DIIS use $\sum_k x_k^*y_k$. Without the conjugate, the nonzero vector $(1,i)$ would have length zero.
\item For properties, the left amplitudes start from $\langle ij||ab\rangle/D_{ij}^{ab}$, the conjugate of the first-order $t_{ij}^{ab}$, not $t_{ij}^{ab}$ itself.
\item The energy is a complex variable, and its imaginary part is reported.
\end{enumerate}
The last item has a physical reason. The operator $e^{-T}He^T$ is not Hermitian. With a complete $T$, $e^T|\Phi\rangle$ is an eigenstate of $H$ and the energy is real; for two electrons CCSD is already complete. With a truncated $T$ this argument fails. If a basis with real integrals exists, as in part (c), and the molecular orbitals can be chosen real in it, the amplitude equations have real coefficients. Iteration from the real first-order amplitudes then stays real, and so does $E_{\rm c}$, which does not depend on orbital phases. If no such basis exists, neither argument applies and $E_{\rm c}$ can be complex.

\section*{(g) A four-centre model}
\emph{Four electrons move around four unit charges at $A(0,0,0)$, $B(0.8,0,0)$, $C(0.3,1.3,0)$, $D(1.1,1.5,0.4)$ angstrom. Each carries one $s$ Gaussian, with exponents $1.4$, $1.5$, $1.6$, $1.7$ angstrom$^{-2}$ in that order. The field lies along $z$ and has cyclotron energy $5$ eV. Evaluate the effects found above.}

In atomic units the cyclotron energy equals $B$, and the magnetic length is $\ell=B^{-1/2}=1.2345$ angstrom. Here $B=0.184$ atomic units, about $4.3\times10^4$ T, which is far above laboratory fields and is chosen to make the effects visible. For a gauge origin at $(2,-1,0.5)$ angstrom, the plain orbital on $A$ lies at squared distance $2^2+1^2=5$ angstrom$^2$ from the field axis through that origin. Its spurious energy is $\tfrac18B^2\cdot5$ angstrom$^2$, that is $\tfrac18\,(5\ \text{eV})(5/1.2345^2)=2.05$ eV.

The triangle $ABC$ has area $\tfrac12(0.8)(1.3)=0.52$ angstrom$^2$, so the flux phase is $0.52/1.2345^2=0.341$ rad. With $A$ at the coordinate origin, $S_{AB}=0.625$ and $S_{CA}=0.260$ are real. The whole phase sits in $S_{BC}=0.206+0.073i$.

The repulsion integrals are
\begin{align}
(AB|CD)=(CD|AB)&=2.893-0.979i\ \text{eV},\\
(BA|DC)&=2.893+0.979i\ \text{eV},\\
(BA|CD)&=2.941-0.816i\ \text{eV}.
\end{align}
At zero field all four equal $3.089$ eV. The moduli of the first and last lines are $3.0539$ and $3.0523$ eV. Here the lost swap shows mainly in the phase, but the small change of modulus cannot be undone by rephasing. The number of independent integrals rises from $n_0=10\cdot11/2=55$ to $n_B=(256+48)/4=76$. For $N=100$ the storage ratio is $3.92$, close to its limit of 4.

The Hartree--Fock and CCSD equations were solved by iteration. Total energies include the repulsion of the fixed charges. In the field the Hartree--Fock energy is $-50.548$ eV and
\begin{equation}
E_{\rm c}=-1.1142-0.00008\,i\ \text{eV}.
\end{equation}
The real part of the CCSD total is $-51.662$ eV ($-1.89855$ hartree). Diagonalizing $H$ among all four-electron determinants of the same basis gives $-51.665$ eV for the state with the largest Hartree--Fock weight, $0.963$. CCSD lies $3.3$ meV above it, and the imaginary part is about forty times smaller than this truncation error. At zero field the CCSD total is $-51.805$ eV, so the field raises this state by $0.143$ eV. One function per centre is far too few for predictions. With two $s$ functions per centre (exponents $1.33$ and $0.2015$ bohr$^{-2}$) the CCSD total in the field becomes $-58.22$ eV, the field shift $0.203$ eV, the truncation error $5.1$ meV and the imaginary part $-0.04$ meV, so the factor of forty is not general. The imaginary part changes sign with $\mathbf B$, and at $10$ T it is only about $-1\times10^{-8}$ eV in the four-function model.

Now omit the conjugation in the source terms alone. With orbital phases chosen so that each coefficient on $A$ is real and positive, $E_{\rm c}$ becomes $-0.160-0.617i$ eV. Multiplying the lowest empty orbital by $e^{i\pi/4}$ changes this to $0.508-0.219i$ eV, while the correct code still gives $-1.1142$ eV for the real part. Such a rephasing is a sharp diagnostic for a new code.

The geometry matters for this diagnosis. For four charges with a mirror plane containing $\mathbf B$, at $(\pm0.4,0,0)$ and $(\pm0.5,1.4,0.3)$ angstrom with exponents $1.5$ and $1.6$ angstrom$^{-2}$, the London integrals have imaginary parts up to $3.58$ eV. By part (c) they are real in the mirror-adapted basis, and the computed CCSD energy is real to rounding error. If the molecular orbitals are also chosen real in that basis, $\langle ab||ij\rangle=\langle ij||ab\rangle$ and a missing conjugation goes unseen. The same holds for a twofold axis perpendicular to $\mathbf B$. A molecule with neither symmetry, or deliberately turned orbital phases, exposes it.
